# Gaussian energy deposition and curvature-dependent sputtering at normal incidence: verification in Python

```python
"""
Erosion by Gaussian ellipsoidal energy deposition at normal incidence.
Result under test, for a surface z = h(x, y, t) with the beam along -z:
    dh/dt = -v0 - S * laplacian(h),   S = v0 * a * mu**2 / (2 * sigma**2)
    v0 = Lam * J * eps * exp(-a**2 / (2 sigma**2)) / (sqrt(2 pi) * sigma)
a: mean deposition depth; sigma, mu: widths along and across the beam;
eps: energy per ion; J: ions per horizontal area and time;
Lam: normal erosion speed per deposited power density.
For a small sinusoid of wavenumber k the erosive growth rate is
    R(k) = (v0 * a / sigma**2) * (1 - exp(-k**2 * mu**2 / 2)).
Surface diffusion, where included, contributes -B * k**4.
All quantities are in SI units.
"""
import numpy as np
from scipy.constants import e as elementary_charge
from scipy.optimize import minimize_scalar
from scipy.special import lambertw

nm = 1e-9
eps = 1000.0 * elementary_charge
J = 1e18
Lam = 4e-21
atomic_volume = 2e-29
B = 3e-37
a, sigma, mu = 3.0 * nm, 1.5 * nm, 1.0 * nm
base = (a, sigma, mu)


def energy_density(lateral_squared, vertical, sig, m):
    """Energy density of one ion, relative to its deposition centre."""
    prefactor = eps / ((2 * np.pi) ** 1.5 * sig * m**2)
    return prefactor * np.exp(-vertical**2 / (2 * sig**2)
                              - lateral_squared / (2 * m**2))


def normal_speed(surface, x0, y0, params):
    """Sum the energy delivered to one surface point by all entry points."""
    depth, sig, m = params
    offset = np.linspace(-9 * m, 9 * m, 121)
    step = offset[1] - offset[0]
    u, v = np.meshgrid(offset, offset, indexing="ij")
    centre_height = surface(x0 + u, y0 + v) - depth
    vertical = surface(x0, y0) - centre_height
    density = energy_density(u**2 + v**2, vertical, sig, m)
    return Lam * J * density.sum() * step**2


def flat_speed_formula(params):
    depth, sig, m = params
    return (Lam * J * eps * np.exp(-depth**2 / (2 * sig**2))
            / (np.sqrt(2 * np.pi) * sig))


def curvature_formula(params):
    depth, sig, m = params
    return flat_speed_formula(params) * depth * m**2 / (2 * sig**2)


def quadric(kx, ky):
    return lambda x, y: 0.5 * (kx * x**2 + ky * y**2)


# The energy distribution must contain the whole ion energy.
t = np.linspace(-7, 7, 57)
dt = t[1] - t[0]
X, Y, Z = np.meshgrid(mu * t, mu * t, sigma * t, indexing="ij")
total_energy = (energy_density(X**2 + Y**2, Z, sigma, mu).sum()
                * dt**3 * mu**2 * sigma)
assert abs(total_energy / eps - 1) < 1e-9

# Flat speed and both curvature coefficients, including a spherical case.
kappa = 1e-3 / nm
for params in (base, (2 * nm, 1.2 * nm, 1.2 * nm), (0.5 * nm, 1 * nm, 1.5 * nm)):
    flat = normal_speed(quadric(0, 0), 0.0, 0.0, params)
    assert abs(flat / flat_speed_formula(params) - 1) < 1e-9
    for kx, ky in ((kappa, 0), (0, kappa)):
        plus = normal_speed(quadric(kx, ky), 0.0, 0.0, params)
        minus = normal_speed(quadric(-kx, -ky), 0.0, 0.0, params)
        slope = (plus - minus) / (2 * kappa)
        # The remaining error is quadratic in the curvature step.
        assert abs(slope / curvature_formula(params) - 1) < 5e-5

v0 = flat_speed_formula(base)
S = curvature_formula(base)
plus = normal_speed(quadric(kappa, 0), 0.0, 0.0, base)
minus = normal_speed(quadric(-kappa, 0), 0.0, 0.0, base)
S_numeric = (plus - minus) / (2 * kappa)

# Quadratic curvature correction for a round bowl.
bowl_k = 3e-3 / nm
bowl = normal_speed(quadric(bowl_k, bowl_k), 0.0, 0.0, base)
dome = normal_speed(quadric(-bowl_k, -bowl_k), 0.0, 0.0, base)
flat = normal_speed(quadric(0, 0), 0.0, 0.0, base)
second_numeric = (bowl + dome - 2 * flat) / (2 * flat * bowl_k**2)
second_formula = mu**4 * (a**2 / sigma**2 - 1) / sigma**2
assert abs(second_numeric / second_formula - 1) < 2e-3


def crest_and_trough(amplitude, wavelength):
    wave = lambda x, y: amplitude * np.cos(2 * np.pi * x / wavelength)
    return (normal_speed(wave, 0.0, 0.0, base),
            normal_speed(wave, wavelength / 2, 0.0, base))


# Steep relief, still lower than twice the deposition depth.
steep_crest, steep_trough = crest_and_trough(2.5 * nm, 10 * nm)
assert steep_crest < v0 < steep_trough

amplitude, wavelength = 1.0 * nm, 40.0 * nm
crest, trough = crest_and_trough(amplitude, wavelength)
k_example = 2 * np.pi / wavelength


def growth_formula(k):
    return v0 * a / sigma**2 * (1 - np.exp(-k**2 * mu**2 / 2))


half_difference = (trough - crest) / 2
# Cubic terms in the corrugation amplitude remain in this comparison.
assert abs(half_difference / (amplitude * growth_formula(k_example)) - 1) < 2e-3
local_estimate = S * amplitude * k_example**2


def measured_growth(k):
    """Project the full nonlinear dh/dt onto a small, phase-shifted wave."""
    amp, phase = 1e-4 * nm, 0.7
    wave = lambda x, y: amp * np.cos(k * x + phase)
    x = np.arange(16) * 2 * np.pi / (16 * k)
    slopes = -amp * k * np.sin(k * x + phase)
    speeds = np.array([normal_speed(wave, xi, 0.0, base) for xi in x])
    dhdt = -speeds * np.sqrt(1 + slopes**2)
    mode = np.exp(-1j * k * x)
    return np.sum(dhdt * mode) / np.sum(wave(x, 0.0) * mode)


k_mu_values = (0.1, 0.5, np.sqrt(2), 2.5)
growth_values = []
for k_mu in k_mu_values:
    rate = measured_growth(k_mu / mu)
    assert abs(rate / growth_formula(k_mu / mu) - 1) < 1e-5
    assert abs(rate.imag) < 1e-5 * rate.real
    growth_values.append(rate.real)
assert np.all(np.diff(growth_values) > 0)

# Fastest mode with diffusion: long-wave result and full erosion kernel.
k_long = np.sqrt(S / (2 * B))
rate_long = S**2 / (4 * B)
w = lambertw(S * mu**2 / (4 * B)).real
k_full = np.sqrt(2 * w) / mu
rate_full = growth_formula(k_full) - B * k_full**4


def negative_net_growth(k_mu):
    k = k_mu / mu
    return -(measured_growth(k).real - B * k**4) / rate_long


best = minimize_scalar(negative_net_growth, bounds=(0.05, 0.5),
                       method="bounded", options={"xatol": 1e-6})
assert best.success
k_measured = best.x / mu
# A flat maximum amplifies rounding errors in its position.
assert abs(k_measured / k_full - 1) < 2e-4
assert abs(-best.fun * rate_long / rate_full - 1) < 1e-5
scan = np.linspace(0.01, 2.0, 20001) * k_long
scan_rate = S * scan**2 - B * scan**4
assert abs(scan[np.argmax(scan_rate)] / k_long - 1) < 2e-4
assert abs(scan_rate.max() / rate_long - 1) < 1e-6

print(f"Ion energy eps = {eps:.6e} J")
print(f"Deposition depth a = {a/nm:.3f} nm")
print(f"Longitudinal width sigma = {sigma/nm:.3f} nm")
print(f"Transverse width mu = {mu/nm:.3f} nm")
print(f"Ion flux J = {J:.3e} m^-2 s^-1")
print(f"Erosion constant Lam = {Lam:.3e} m^4/J")
print(f"Atomic volume = {atomic_volume:.3e} m^3")
print(f"Surface diffusion coefficient B = {B:.3e} m^4/s")
print(f"Flat power density = {v0/Lam:.5e} W/m^3")
print(f"Flat erosion speed v0 = {v0:.5e} m/s")
print(f"Sputtering yield Y0 = {v0/(J*atomic_volume):.4f} atoms/ion")
print(f"Curvature length S/v0 = {S/v0/nm:.5f} nm")
print(f"Curvature coefficient S, formula = {S:.6e} m^2/s")
print(f"Curvature coefficient S, direct sum = {S_numeric:.6e} m^2/s")
print(f"Bowl quadratic coefficient, formula = {second_formula/nm**2:.5f} nm^2")
print(f"Bowl quadratic coefficient, direct = {second_numeric/nm**2:.5f} nm^2")
print(f"Corrugation amplitude = {amplitude/nm:.3f} nm")
print(f"Corrugation wavelength = {wavelength/nm:.3f} nm")
print(f"Trough curvature = {amplitude*k_example**2*nm:.6f} nm^-1")
print(f"Crest erosion speed = {crest:.6e} m/s")
print(f"Trough erosion speed = {trough:.6e} m/s")
print(f"Crest speed change from flat = {100*(crest/v0-1):.4f} percent")
print(f"Trough speed change from flat = {100*(trough/v0-1):.4f} percent")
print(f"Half difference / v0, direct = {100*half_difference/v0:.4f} percent")
print(f"Half difference / v0, local S = {100*local_estimate/v0:.4f} percent")
print(f"Steep test (2.5 nm amplitude, 10 nm wave): crest/v0 = {steep_crest/v0:.4f}")
print(f"Steep test: trough/v0 = {steep_trough/v0:.4f}")
for k_mu, rate in zip(k_mu_values, growth_values):
    long_rate = S * (k_mu / mu)**2
    print(f"k*mu = {k_mu:.4f}: direct R = {rate:.5e} s^-1, S*k^2 = {long_rate:.5e} s^-1")
print(f"Short-wave limit of R = {v0*a/sigma**2:.5e} s^-1")
print(f"Fastest wavelength, long-wave formula = {2*np.pi/k_long/nm:.4f} nm")
print(f"Fastest wavelength, Lambert formula = {2*np.pi/k_full/nm:.4f} nm")
print(f"Fastest wavelength, direct maximum = {2*np.pi/k_measured/nm:.4f} nm")
print(f"Long-wave fastest k*mu = {k_long*mu:.5f}")
print(f"Lambert argument S*mu^2/(4B) = {S*mu**2/(4*B):.6f}")
print(f"Maximum growth rate, long-wave = {rate_long:.5e} s^-1")
print(f"Maximum growth rate, full kernel = {rate_full:.5e} s^-1")
print(f"E-folding time, long-wave = {1/rate_long:.2f} s")
print(f"E-folding time, full kernel = {1/rate_full:.2f} s")
print(f"Depth eroded in long-wave e-folding time = {v0/rate_long/nm:.3f} nm")
print(f"Fluence in long-wave e-folding time = {J/rate_long:.4e} m^-2")
print("ALL CHECKS PASSED")
```

It prints:

```
Ion energy eps = 1.602177e-16 J
Deposition depth a = 3.000 nm
Longitudinal width sigma = 1.500 nm
Transverse width mu = 1.000 nm
Ion flux J = 1.000e+18 m^-2 s^-1
Erosion constant Lam = 4.000e-21 m^4/J
Atomic volume = 2.000e-29 m^3
Surface diffusion coefficient B = 3.000e-37 m^4/s
Flat power density = 5.76687e+09 W/m^3
Flat erosion speed v0 = 2.30675e-11 m/s
Sputtering yield Y0 = 1.1534 atoms/ion
Curvature length S/v0 = 0.66667 nm
Curvature coefficient S, formula = 1.537832e-20 m^2/s
Curvature coefficient S, direct sum = 1.537833e-20 m^2/s
Bowl quadratic coefficient, formula = 1.33333 nm^2
Bowl quadratic coefficient, direct = 1.33332 nm^2
Corrugation amplitude = 1.000 nm
Corrugation wavelength = 40.000 nm
Trough curvature = 0.024674 nm^-1
Crest erosion speed = 2.269719e-11 m/s
Trough erosion speed = 2.345154e-11 m/s
Crest speed change from flat = -1.6053 percent
Trough speed change from flat = 1.6649 percent
Half difference / v0, direct = 1.6351 percent
Half difference / v0, local S = 1.6449 percent
Steep test (2.5 nm amplitude, 10 nm wave): crest/v0 = 0.6481
Steep test: trough/v0 = 1.8905
k*mu = 0.1000: direct R = 1.53399e-04 s^-1, S*k^2 = 1.53783e-04 s^-1
k*mu = 0.5000: direct R = 3.61400e-03 s^-1, S*k^2 = 3.84458e-03 s^-1
k*mu = 1.4142: direct R = 1.94419e-02 s^-1, S*k^2 = 3.07566e-02 s^-1
k*mu = 2.5000: direct R = 2.94053e-02 s^-1, S*k^2 = 9.61145e-02 s^-1
Short-wave limit of R = 3.07566e-02 s^-1
Fastest wavelength, long-wave formula = 39.2465 nm
Fastest wavelength, Lambert formula = 39.4956 nm
Fastest wavelength, direct maximum = 39.4954 nm
Long-wave fastest k*mu = 0.16010
Lambert argument S*mu^2/(4B) = 0.012815
Maximum growth rate, long-wave = 1.97077e-04 s^-1
Maximum growth rate, full kernel = 1.94594e-04 s^-1
E-folding time, long-wave = 5074.15 s
E-folding time, full kernel = 5138.90 s
Depth eroded in long-wave e-folding time = 117.048 nm
Fluence in long-wave e-folding time = 5.0742e+21 m^-2
ALL CHECKS PASSED
```
